# Variable-Range Hopping in Bulk and in Thin Trap-Filled Films, part 2

Electrons in an oxide hop between traps with random positions and random energies $\varepsilon$, measured from the Fermi level. The problem is how the conductance depends on temperature $T$, in bulk and along a film of thickness $w$. The model assumes a weak field, one phonon per hop, and a constant number $g$ of levels per unit energy and volume. Wave functions fall as $e^{-r/a}$. Two traps a distance $r$ apart are joined by a bond of conductance

$$G_{ij}\approx G_0e^{-u_{ij}},\qquad
u_{ij}=\frac{2r}{a}+\frac{E_{ij}}{kT},\qquad
G_0=\frac{e^2\gamma_0}{kT},$$

$$E_{ij}=\frac{|\varepsilon_i|+|\varepsilon_j|+|\varepsilon_i-\varepsilon_j|}{2}.$$

Here $\gamma_0$ is the attempt rate and $-e$ the electron charge. With bonds inserted in order of increasing $u_{ij}$, a large sample first connects at the threshold $u_c$, and the leading exponential of its conductance is $e^{-u_c}$. The longest hop in this critical network is $au_c/2$, and the energy window extends $kTu_c$ to each side of the Fermi level. In bulk, where $u_c$ is called $u_{\rm bulk}$ below,

$$u_c=\left(\frac{T_3}{T}\right)^{1/4},\qquad
kT_3=\frac{8n_3}{ga^3}.$$

In a film, traps with in-plane separation $\rho$ and height difference $z$ have $r=\sqrt{\rho^2+z^2}$. Ignoring $z$ gives the projected traps, with $g_2=gw$ levels per unit energy and area, and the planar law

$$u_{2D}=\left(\frac{T_2}{T}\right)^{1/3},
\qquad kT_2=\frac{4n_2}{gwa^2}.$$

Simulation gives $n_3=2.25$ and $n_2=3.54$. The real film obeys

$$u_{2D}\le u_{\rm film}\le u_{2D}+\frac{2w}{a},$$

so $2w/a\ll u_{2D}$ is a sufficient condition for being thin, and at fixed $w$ the film approaches the one-third law on cooling.

Mott's estimate instead uses one typical hop, of radius $R$ and cost $F_{\min}$, in $d$ dimensions:

$$R^{d+1}=\frac{da}{2g_dV_dkT},\qquad
F_{\min}=\frac{2R}{a}\left(1+\frac1d\right),$$

with $g_3=g$, $V_3=4\pi/3$ and $V_2=\pi$.

In the closing table, the simulated laws have $kT$ in model units. The Kirchhoff networks are planar, and their $\ln G$ means $\ln(G/G_0)$.

**Q.** If the film is made thicker, when does the bulk law return?

**A.** An estimate follows from equating the two limiting laws at the same temperature. Write the bulk result as

$$u_{\rm bulk}^3=\frac{8n_3}{ga^3kTu_{\rm bulk}}.$$

Setting this equal to $u_{2D}^3$ gives

$$\frac{4n_2}{gwkTa^2}=\frac{8n_3}{ga^3kTu_{\rm bulk}},
\qquad
w^*=\frac{n_2}{n_3}\frac{au_{\rm bulk}}2.$$

This sets the scale of a gradual change, not a sharp boundary. Since $u_{\rm bulk}$ grows on cooling, $w^*$ grows too. A film can look like bulk when warm and like a plane when cold.

**Q.** Put in numbers from a gate stack. Are these hops nanometres or micrometres long?

**A.** Take strongly oxygen-deficient hafnium oxide, with rough typical parameters rather than measurements of one sample. Let $a=0.4$ nm and $w=2$ nm. Let $g=2\times10^{20}\ {\rm eV^{-1}cm^{-3}}$, which is $0.2\ {\rm eV^{-1}nm^{-3}}$, over $0.6$ eV on each side of the Fermi level. This makes $2.4\times10^{20}$ traps per cubic centimetre.

The decay length is consistent with a trap depth $D=1.2$ eV and an effective mass of $0.2$ electron masses, since $\hbar/\sqrt{2m^*D}=0.398$ nm. This is the depth at the Fermi level. Levels $0.5$ eV above or below it would have decay lengths of about $0.52$ and $0.33$ nm, so the single $a$ of the model is only an average over this wide band. The bulk scale is

$$kT_3=\frac{8\times2.25}{0.2\times0.4^3}\ {\rm eV}
\approx1.41\times10^3\ {\rm eV}.$$

At 300 K, $kT=0.02585$ eV, so

$$u_{\rm bulk}=\left(\frac{1407}{0.02585}\right)^{1/4}=15.3.$$

The longest bulk hop is $0.4\times15.3/2\approx3.1$ nm. For the film,

$$kT_2=\frac{4\times3.54}{0.2\times2\times0.4^2}\ {\rm eV}
\approx221\ {\rm eV},$$

$$u_{2D}=\left(\frac{221}{0.02585}\right)^{1/3}=20.4.$$

In kelvin, $T_3=1.63\times10^7$ and $T_2=2.56\times10^6$. These are combinations of density and decay length, not temperatures that the oxide reaches.

**Q.** Your thin-film condition looks poor. The film is 2 nm thick and the hops are only a few nanometres long.

**A.** By the bound alone it is poor: $2w/a=10$, which is half of $u_{2D}$. The actual shift in the simulated film is much smaller:

| $T$ (K) | projected traps | 2 nm film |
|---|---:|---:|
| 300 | 20.19 | 20.72 |
| 150 | 25.20 | 25.47 |
| 75 | 32.49 | 32.75 |

The largest shift, at 300 K, is $0.53$, or 2.6 per cent of the projected value. A fit to the three film values gives an exponent of $0.330$.

The geometry suggests why the bound is generous. For $|z|$ smaller than $\rho$,

$$r-\rho=\frac{z^2}{\sqrt{\rho^2+z^2}+\rho}\le\frac{z^2}{2\rho}.$$

The error begins at second order in $z$. For two independent uniform heights, each with variance $w^2/12$, the mean of $z^2$ is $w^2/6=0.67$ nm². Mott's typical hop for this film at 300 K is $R=2.31$ nm. Using it for $\rho$ gives a rough increase in bond exponent of

$$\frac2{0.4}\times\frac{0.67}{2\times2.31}\approx0.7.$$

This has the size of the simulated shift. It is an estimate for one typical bond, not a calculation of the threshold.

**Q.** Does Mott's estimate also give the right coefficient?

**A.** Not in general. Inserting $R$ into $F_{\min}$ gives

$$F_{\min}^4=\left(\frac43\right)^4\frac{16}{a^4}\frac{9a}{8\pi gkT}
=\frac{512}{9\pi}\frac1{ga^3kT}$$

in bulk, where $512/(9\pi)=18.1$. The network value is $8n_3=18.0$, uncertain by about five per cent. The near equality is not explained by the derivation, and it does not persist in the plane. There

$$F_{\min}^3=\left(\frac32\right)^3\frac8{a^3}\frac{a}{\pi gwkT}
=\frac{27}{\pi}\frac1{gwa^2kT},$$

with $27/\pi=8.6$, while the network gives $4n_2\approx14$. At 300 K the planar estimate is $17.3$ instead of $20.4$. Its conductance would be too large by $e^{3.1}$, about a factor of twenty.

**Q.** What happens in a film thicker than your crossover estimate?

**A.** At 300 K the estimate is

$$w^*=\frac{3.54}{2.25}\times3.05\ {\rm nm}=4.8\ {\rm nm}.$$

A simulated 12 nm film, with the other parameters unchanged, has $u_c=16.0$. The bulk law gives $15.3$ and the planar law $11.3$. The planar number cannot apply here: in the large-sample limit, a film cut from bulk has fewer available paths, so its threshold cannot be below that of bulk. The simulated value is about five per cent above the bulk law. Missing paths near the two surfaces would push it in that direction, but the finite sample may contribute as well.

**Q.** How much current would the 2 nm film carry, and how fast would it fall on cooling?

**A.** With a rough attempt rate $\gamma_0=10^{12}\ {\rm s^{-1}}$, the sheet conductance along the film at 300 K is

$$G_\square\sim\frac{e^2\gamma_0}{kT}e^{-20.72}
\approx6\times10^{-15}\ {\rm S}.$$

The attempt rate and the omitted prefactor make this an order-of-magnitude figure at best. Between 300 and 75 K the film exponent rises by $32.75-20.72=12.0$. In the bulk law it rises by $21.60-15.27=6.3$. At fixed trap density and decay length, the conductance along the film therefore falls much faster.

**Q.** Does your energy window fit inside the trap band?

**A.** In the film at 300 K it extends $0.536$ eV to each side, inside the assumed $0.6$ eV but not by much. In the planar law $kTu_c\propto T^{2/3}$, so the window reaches the band edge near

$$300\ {\rm K}\times\left(\frac{0.6}{0.536}\right)^{3/2}\approx355\ {\rm K}.$$

Above that temperature the window includes energies where the band has no levels, so the derivation no longer holds exactly. This is not a sharp limit: levels near the edge of the window can bond only to very close neighbours and add little to the network. The departure from the one-third law should become visible only when the window is considerably wider than the band. The bulk window at 300 K is smaller, $0.395$ eV.

**Q.** And at very low temperature? Electrons repel one another, so a constant density at the Fermi level seems suspicious.

**A.** Repulsion depletes the levels near the Fermi level. To find the width $\Delta_C$ of the depleted region, ask when two levels within that energy interact by about $\Delta_C$. Their separation is then $r_C=e^2/(4\pi\epsilon\Delta_C)$, where $\epsilon$ is the permittivity of the oxide. Requiring about one such level in the volume $r_C^3$ gives

$$g\Delta_Cr_C^3\sim1,
\qquad
\Delta_C\sim g^{1/2}\left(\frac{e^2}{4\pi\epsilon}\right)^{3/2}.$$

For a relative permittivity of 20 this is $8.6$ meV. It is small beside the $140$ meV bulk window at 75 K. Since the bulk window varies as $T^{3/4}$, the two become equal near

$$75\ {\rm K}\times\left(\frac{8.6}{140}\right)^{4/3}\approx2\ {\rm K}.$$

On cooling, the bulk law should therefore have broken down by the time this temperature is reached. The departure is gradual and begins well above it: at 10 K the bulk window is only about $31$ meV, and $\Delta_C$ is already more than a quarter of that. The low-temperature limit used for the film likewise belongs to the model without this repulsion. The bulk figure does not carry over to it: $r_C\approx8$ nm exceeds the thickness, so the surroundings set the interaction. The same counting in a plane, $gw\Delta_Cr_C^2\sim1$, gives $\Delta_C\sim gw(e^2/4\pi\epsilon)^2$. This is $2$ meV for a relative permittivity of 20 but about $55$ meV for 3.9, a quarter of the $212$ meV film window at 75 K. A nearby metal gate would screen the repulsion and reduce it.

**Q.** Would an actual hafnium oxide gate film show these exponents near room temperature?

**A.** I would not expect so without evidence that the neglected effects are weak. The trap density chosen here is high, as suits strongly deficient material; a good gate dielectric should have far fewer traps. Ten times fewer, with all else fixed, would multiply the bulk exponent by $10^{1/4}$, from 15 to about 27. The energy window would then be about $0.70$ eV, beyond the assumed band edge, so this figure is only an estimate.

The assumption most at risk near room temperature is that the lattice does not relax around a trapped electron. For two traps of equal energy, describe the lattice by a coordinate $Q$, with energies $\lambda Q^2$ and $\lambda(Q-1)^2$ for the electron on one trap or the other. The curves cross at $Q=1/2$, at height $\lambda/4$. With a rough $\lambda=1$ eV and classical lattice motion, this adds

$$b=\frac{\lambda}{4kT}=9.7$$

to the exponent at 300 K and lowers the conductance by a factor of order $10^4$. If the barrier simply adds to the bulk exponent, then $u_{\rm bulk}\propto T^{-1/4}$ and $b\propto T^{-1}$ give an apparent local exponent

$$p_{\rm app}=\frac{u_{\rm bulk}/4+b}{u_{\rm bulk}+b}
=\frac{15.27/4+9.67}{15.27+9.67}=0.54.$$

The quarter would be hidden, even though the search for traps still contributes it. Simple addition overstates the shift. For traps differing by $\Delta$ the crossing lies at $(\lambda+\Delta)^2/4\lambda$, which adds $\lambda/4$ to $E_{ij}$ but replaces its term $|\Delta|/2$ by the smaller $\Delta^2/4\lambda$. The network threshold therefore rises by less than $b$. Quantum motion of the stiffer phonons lowers the barrier further.

The one-phonon assumption is also strained. In the critical bulk network at 300 K the energies of two linked traps can differ by up to $0.395$ eV, while one phonon in this oxide carries at most about $0.1$ eV. Many hops therefore need several phonons, and their rates depend on the energy difference in a way that this model omits.

**Q.** Gate oxides also work at large fields. Is weak-field conductance relevant to them?

**A.** Not to normal operation in this example. The linear response used for each bond requires the electrical energy gained in a hop to be small compared with $kT$. For the longest bulk hop at 300 K, the two are equal at

$$\frac{kT}{e(au_{\rm bulk}/2)}=0.085\ {\rm MV/cm}.$$

This estimate takes the field as uniform. In the network the voltage gathers on the most resistive hops that the current cannot avoid, so the ohmic law needs fields well below this. At $2$ MV/cm the same hop gains $0.61$ eV, more than $kTu_{\rm bulk}=0.395$ eV, the largest energy $E_{ij}$ of any bond in the critical bulk network. The field then changes which hops are favourable, and the conductance is no longer independent of it.

**Q.** Could I at least use the one-third law for weak-field leakage from the gate to the channel?

**A.** No. It was derived for current along a large film, where many successive hops select the threshold. Gate leakage crosses the film. Here the thickness is 2 nm and the longest bulk hop at 300 K is 3.1 nm, so an electron can cross in one or a few hops. Direct tunnelling at the trap energy has exponent $2w/a=10$, below both the bulk value of 15.3 and the in-plane value of 20.7. Rare favourable traps and the coupling to the two electrodes then matter, and neither percolation law describes the result.

**Q.** Might electrons instead be lifted into the conduction band and bypass the traps?

**A.** With the chosen depth of $1.2$ eV, that costs an exponent of $1.2/0.02585=46.4$ at 300 K. This is 26 above the film's hopping exponent, and still 16 above it if the relaxation barrier of 9.7 is added to hopping. Band motion has a different prefactor, but it would have to make up the remaining exponential. Shallower traps would weaken this conclusion.

**Q.** What experimental comparison would then support the change from one quarter to one third?

**A.** It would use weak-field current along films of different thickness, with the trap density per energy and the decay length held fixed. The temperatures should keep the energy window not much wider than the trap band, and well above the repulsion scale of the film in its surroundings. Lattice relaxation would have to add little temperature dependence. Under those conditions, films much thicker than $w^*$ should follow the quarter law, and films much thinner than $w^*$ the one-third law. In the thin films $T_2$ should also fall roughly as $1/w$, which tests the replacement $g_2=gw$ separately from the exponent. The fall is somewhat slower than $1/w$, because height differences between traps raise the threshold more in the thicker of these films.

## Table of computed values

```
SIMULATED LAWS (dimensionless)
bulk: mean u_c at kT = 1, 1/4, 1/16: 9.74  13.59  19.33
plane: mean u_c at kT = 1, 1/2, 1/4, 1/8: 10.03  12.53  15.72  19.84
fitted exponent, bulk: 0.247
fitted exponent, plane: 0.328
n3 = 2.25, statistical error 0.03
n2 = 3.54, statistical error 0.09
8*n3 = 18.0, 4*n2 = 14.1
Kirchhoff networks, mean u_c: 9.98  14.13  19.18
Kirchhoff networks, mean ln G: -9.51  -14.05  -19.25
slope of ln G against u_c: -1.057
EXAMPLE INPUTS
a = 0.4 nm, w = 2.0 nm, half band = 0.6 eV
g = 2.0e+20 per eV cm3
traps in the band = 2.4e+20 per cm3
trap depth = 1.2 eV, mass = 0.2 m_e
decay length from depth and mass = 0.398 nm
attempt rate = 1e+12 1/s
EXAMPLE RESULTS, columns at T in K: 300  150  75
kT (meV): 25.85  12.93  6.46
T3 = 1.63e+07 K, kT3 = 1407 eV
T2 = 2.56e+06 K, kT2 = 221 eV
u_c bulk law: 15.27  18.16  21.60
u_c planar law: 20.45  25.76  32.46
u_c simulated, projected traps: 20.19  25.20  32.49
u_c simulated, 2 nm film: 20.72  25.47  32.75
fitted exponent, 2 nm film: 0.330
2w/(a u_c), film: 0.48  0.39  0.31
maximum hop, bulk (nm): 3.05  3.63  4.32
maximum hop, film (nm): 4.14  5.09  6.55
energy window kT*u_c, bulk (eV): 0.395  0.235  0.140
energy window kT*u_c, film (eV): 0.536  0.329  0.212
Mott estimate bulk, 300 K: R = 2.29 nm, u = 15.29
Mott estimate film, 300 K: R = 2.31 nm, u = 17.32
crossover thickness, 300 K = 4.80 nm
12 nm film, 300 K: simulated u_c = 16.04
12 nm film, 300 K: planar law = 11.25
rough film sheet conductance, 300 K = 6.2e-15 S
NEGLECTED EFFECTS AT 300 K
Coulomb gap, permittivity 20: 8.6 meV
relaxation energy 1.0 eV adds exponent 9.67
apparent bulk exponent with relaxation = 0.54
ohmic field limit kT/(e*hop), bulk = 0.085 MV/cm
energy gained per maximum hop at 2.0 MV/cm = 0.61 eV
tunnelling exponent 2w/a across film = 10.0
band excitation exponent depth/kT = 46.4
```
